\section*{Multiphonon incoherent neutron scattering and the phonon density of states}

\section{The problem}

A neutron that scatters incoherently from one nucleus of a crystal with momentum transfer $\hbar Q$ can create or absorb any number of phonons. Only the one-phonon part of the spectrum gives the density of states (DOS) directly, through a known energy-dependent factor; the multiphonon part lies under it and fills its gaps. That part is fixed by the same DOS through repeated convolution, which suggests computing it from a trial DOS, subtracting it and repeating. This subtraction converges only under a condition, derived below.

The model is a harmonic monatomic solid of atomic mass $M$ in the incoherent approximation, at one fixed $Q$, without multiple scattering, background or resolution broadening. $E$ is the energy lost by the probe, $\beta=1/kT$ and $E_R=\hbar^2Q^2/2M$. The DOS is a set of weights $g_j$ at $E_j=j\Delta$, $j=1,\dots,J$, with $\sum_jg_j=1$; $\langle f\rangle=\sum_jg_jf(E_j)$.

\section{Forward expansion}

The spectrum is the Fourier transform, with kernel $e^{-iEt/\hbar}$, of $I(t)=\langle e^{A}e^{B}\rangle_T$, where $A=-i\mathbf Q\cdot\mathbf r(0)$, $B=i\mathbf Q\cdot\mathbf r(t)$ and $\mathbf r$ is the displacement of the atom. In normal modes $\mathbf Q\cdot\mathbf r(t)=\sum_\nu\eta_\nu(b_\nu e^{-i\omega_\nu t}+b_\nu^\dagger e^{i\omega_\nu t})$, with phases absorbed in $b_\nu$ and $\eta_\nu^2=E_R|\hat{\mathbf Q}\cdot\mathbf e_\nu|^2/\hbar\omega_\nu$, $\mathbf e_\nu$ being the component of the normalised eigenvector on this atom. Completeness gives $\sum_\nu|\hat{\mathbf Q}\cdot\mathbf e_\nu|^2=1$, so these weights, collected at $\hbar\omega_\nu=E_j$, define $g_j$. When all sites are equivalent and have cubic site symmetry, this projected DOS is the total one; otherwise it depends on the site and on $\hat{\mathbf Q}$.

For one mode with occupation $\bar n$ and $X=\lambda b+\mu b^\dagger$, the commutator is a number, so $e^X=e^{\mu b^\dagger}e^{\lambda b}e^{\lambda\mu/2}$. Only terms with equal powers survive the thermal average, and $\langle b^{\dagger k}b^k\rangle_T=k!\,\bar n^k$, the $k$-th derivative at $z=1$ of the generating function $1/[1+\bar n(1-z)]$ of the Boltzmann populations. Hence
\begin{equation}
\langle e^X\rangle_T=e^{\lambda\mu/2}\sum_k\frac{(\lambda\mu\bar n)^k}{k!}=e^{\lambda\mu(\bar n+1/2)}=e^{\langle X^2\rangle_T/2}.
\end{equation}
Independent modes factorise. With $e^Ae^B=e^{A+B}e^{[A,B]/2}$, the term $\tfrac12\langle AB+BA\rangle$ and the commutator add to $\langle AB\rangle$, so $\ln I=\tfrac12\langle A^2+B^2\rangle+\langle AB\rangle$. Per mode $\langle A^2\rangle=\langle B^2\rangle=-\eta^2(2\bar n+1)$ and $\langle AB\rangle=\eta^2[(\bar n+1)e^{i\omega t}+\bar ne^{-i\omega t}]$. Since $\bar n+1=1/(1-e^{-\beta E})$, and $1/[E(1-e^{-\beta E})]$ at $-E$ equals $\bar n/E$, both terms have one form. With $E_{-j}=-E_j$ and $\theta=t\Delta/\hbar$,
\begin{align}
I&=e^{x(\theta)-a},\qquad x(\theta)=\sum_{j\ne0}u_je^{ij\theta},\qquad u_j=\frac{E_R\,g_{|j|}}{E_j(1-e^{-\beta E_j})},\\
a&=x(0)=E_R\gamma_0,\qquad\gamma_0=\Big\langle\frac{\coth(\beta E/2)}{E}\Big\rangle ,
\end{align}
because $2\bar n+1=\coth(\beta E/2)$; $a=2W$ is the Debye--Waller exponent. The weight in bin $m$ is $S_m=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}e^{-im\theta}I$. The coefficients of a product of Fourier series are the convolution of the coefficients, so expanding $e^x$ gives Sj\"olander's recursion,
\begin{equation}
S=e^{-a}\sum_{n\ge0}\frac{a^n}{n!}T_n,\qquad T_0=\delta,\quad T_1=u/a,\quad T_n=T_1*T_{n-1}.
\label{series}
\end{equation}
Each $T_n$ is non-negative with unit sum. Stopping at order $N$ omits only non-negative terms, so the error $\sum_m|\delta S_m|$ equals the Poisson tail $\sum_{n>N}e^{-a}a^n/n!$, on a total $\sum_mS_m=1$.

Since $\ln I=\sum_ju_j(e^{iE_jt/\hbar}-1)$ generates the cumulants of $S$, these are $\kappa_r=\sum_ju_jE_j^r$. The pair $\pm j$ contributes $E_Rg_jE_j^{r-1}[(\bar n+1)+(-1)^r\bar n]$, so
\begin{equation}
\kappa_1=E_R,\qquad\kappa_2=E_R\langle E\coth(\beta E/2)\rangle,\qquad\kappa_3=E_R\langle E^2\rangle .
\end{equation}

High orders can be replaced by Sj\"olander's Gaussian. The raw moments of $T_1$ are $\kappa_r/a$, so its mean is $\mu=1/\gamma_0$ and its variance $\sigma^2=\langle E\coth(\beta E/2)\rangle/\gamma_0-\mu^2$. Cumulants add under convolution, so $z=(E-n\mu)/\sigma\sqrt n$ has the characteristic function $\exp[-k^2/2+\gamma_1(ik)^3/6\sqrt n+O(1/n)]$, with $\gamma_1$ the skewness of $T_1$. A factor $(ik)^3$ corresponds to $-d^3/dz^3$, and $-d^3e^{-z^2/2}/dz^3=(z^3-3z)e^{-z^2/2}$. To leading order in $n^{-1/2}$ the largest error relative to the Gaussian peak is
\begin{equation}
\epsilon_n=\frac{|\gamma_1|}{6\sqrt n}\max_z\big|(z^3-3z)e^{-z^2/2}\big| .
\label{edge}
\end{equation}
This fails when $T_1$ lives on a coarser lattice than the grid, as for an Einstein oscillator, whose $T_n$ remain combs.

\section{Symmetric form and uniqueness}

Because $1-e^{-\beta E}=2e^{-\beta E/2}\sinh(\beta E/2)$, one has $u_j=e^{\beta E_j/2}s_j$ with
\begin{equation}
s_j=s_{-j}=\frac{g_{|j|}}{w_{|j|}},\qquad w_j=\frac{2E_j\sinh(\beta E_j/2)}{E_R},\qquad s_0=0 .
\end{equation}
In $(u*u)_m=\sum_je^{\beta E_j/2}s_j\,e^{\beta(E_m-E_j)/2}s_{m-j}$ the exponentials combine to $e^{\beta E_m/2}$, and by induction the same holds at every order. A convolution of even sequences is even, so $T_n(-E)=e^{-\beta E}T_n(E)$ and the loss side carries all the information. Equation~\eqref{series} becomes
\begin{equation}
d_m\equiv e^{a-\beta E_m/2}S_m=G_m(s),\qquad G=\sum_{n\ge0}\frac{s^{*n}}{n!},\qquad G_m=\int\frac{d\theta}{2\pi}\cos(m\theta)\,e^{x_s(\theta)},
\label{G}
\end{equation}
where $x_s=2\sum_{k=1}^Js_k\cos k\theta$ is real. For $g\ge0$, $|x_s|\le x_s(0)=a_s=E_R\gamma_s$ with $\gamma_s=\langle1/[E\sinh(\beta E/2)]\rangle$. The identity $\coth y-1/\sinh y=\tanh(y/2)$ gives $a-a_s=E_R\langle\tanh(\beta E/4)/E\rangle>0$.

The inversion solves $G_j(s)=d_j$ for $j=1,\dots,J$, a window that must contain the whole DOS; the elastic bin is not used. Let $d$ be known for now. Differentiating \eqref{G} brings down $2\cos k\theta$, so $\partial G_0/\partial s_k=2G_k$, and $\Phi=G_0/2-\sum_jd_js_j$ has gradient $G_j-d_j$ and Hessian
\begin{equation}
H_{jk}=\int\frac{d\theta}{2\pi}\,2\cos j\theta\cos k\theta\,e^{x_s}=G_{j-k}+G_{j+k}.
\end{equation}
For a vector $v$ let $\hat v=2\sum_kv_k\cos k\theta$. Then $v^THv=\tfrac12\int\frac{d\theta}{2\pi}e^{x_s}\hat v^2$, and orthogonality gives $\tfrac12\int\frac{d\theta}{2\pi}\hat v^2=|v|^2$. The Rayleigh quotient is a weighted mean of $e^{x_s}$, so the eigenvalues $\lambda$ of $H$ are positive for every real $s$, and at a solution with $g\ge0$
\begin{equation}
e^{-a_s}\le e^{\min x_s}\le\lambda\le e^{a_s}.
\label{bounds}
\end{equation}
Two solutions differing by $\delta\neq0$ would give $0=\delta\cdot[G(s+\delta)-G(s)]=\int_0^1\delta^TH(s+\tau\delta)\,\delta\,d\tau>0$, so the solution is unique. It also exists for any $d$. With $y_+=\max(y,0)$, $e^y\ge y_+^2/2$; a nonzero $\hat v$ has zero mean and is therefore positive somewhere, so $\int\hat v_+^2$ has a positive minimum on the unit sphere; thus $G_0\ge c|s|^2$ with $c>0$, which outgrows the linear term, and $\Phi$ attains its minimum.

\section{Iterations at known scale}

The step $s\leftarrow s-\alpha(G-d)$ maps a small error $\delta$ to $(1-\alpha H)\delta$. This matrix is symmetric, so near the solution the Euclidean error in $s$ falls asymptotically at the rate $\rho=\max|1-\alpha\lambda|$.

For $\alpha=1$ the step is plain subtraction, $s\leftarrow d-m(s)$ with the multiphonon part $m=G-s$. Always $1-\lambda<1$, so local convergence needs only $\lambda_{\max}<2$, and by \eqref{bounds} $a_s<\ln2$ is sufficient; for $\lambda_{\max}>2$ a generic error grows by $\lambda_{\max}-1$ per step with alternating sign. For $kT$ far above the phonon energies $a_s/a\to1$. At $T=0$, $u_{-j}=0$ and the multiphonon weight in bin $j$ depends only on $u_k$ with $k<j$; step $k$ makes bin $k$ exact, and the iteration ends in $J$ steps at any $Q$, consistent with $a_s\to0$.

For $\alpha=1/\cosh a_s$ the ends of \eqref{bounds} give $1-e^{\mp a_s}/\cosh a_s=\pm\tanh a_s$, so $\rho\le\tanh a_s<1$ at any $Q$. In an inversion $a_s$ is unknown; if it is taken from the current iterate, the derivative of $\alpha$ multiplies $G-d$, which vanishes at the solution, so the local rate is unchanged. The example below uses the exact $a_s$.

Newton's direction $p=-H^{-1}(G-d)$ with step halving until $\Phi$ falls by $10^{-4}\tau|p\cdot(G-d)|$ converges from any start. The set $\Phi\le\Phi(s_{\rm start})$ is bounded, so on a bounded region holding it and all trial points the eigenvalues of $H$ lie between two positive constants. Taylor's theorem then accepts every step length $\tau$ below a fixed $\tau_0>0$, each step lowers $\Phi$ by a fixed multiple of $|G-d|^2$ at least, and since $\Phi$ is bounded below the residual tends to zero.

To first order, noise obeys $H\,\delta s=\delta d$, so $|\delta s|\le|\delta d|/\lambda_{\min}$. Relative to $e^{-\beta E/2}\delta S$ there is a further factor $e^a$, and $\delta g_j=w_j\delta s_j$ weights the top of the window most for a given $\delta s$; where the DOS error peaks depends also on how the noise varies from bin to bin.

The window matters. If subtraction is applied to $u$ on the whole energy axis, bin 0 included, the linearised step is $\delta\leftarrow-K*\delta$, where $K$ has the transform $e^{x(\theta)}-1$. At $\theta=0$ this gives $\sum_mK_m=e^a-1$, and its derivative gives $\sum_mE_mK_m=\kappa_1e^a$. The total weight of the error is multiplied by $-(e^a-1)$ per step, and its centroid moves by $E_Re^a/(e^a-1)$. The sequence $e^{-\beta E/2}\delta$ is convolved with the symmetric kernel of transform $e^{x_s}-1$, so by Parseval's theorem its Euclidean norm is multiplied by at most $e^{a_s}-1$. For $a_s<\ln2<a$ the error grows in total while decaying in every fixed window: it is carried to high loss.

\section{Unknown scale}

Measured data are $\tilde d_j=Ce^{-\beta E_j/2}S_j$ with unknown $C$, and $a$ is unknown as well. By \eqref{G}, $d=\kappa\tilde d$ with $\kappa=e^a/C$, so one number is missing. Each $\kappa$ has a unique $s(\kappa)$, and $\sum g=1$ reads $\mathcal N(\kappa)=w\cdot s(\kappa)=1$. Differentiating $G(s)=\kappa\tilde d$ gives $H\,ds=d\;d\ln\kappa$, hence
\begin{equation}
\frac{d\mathcal N}{d\ln\kappa}=w\cdot H^{-1}d .
\label{slope}
\end{equation}
Its sign is not fixed by $H>0$, so uniqueness of $\kappa$ must be checked for each data set. The cheaper loop sets $s'=\kappa'\tilde d-m(s)$ and imposes $w\cdot s'=1$, which gives $\kappa'=(1+w\cdot m)/(w\cdot\tilde d)$. With $\delta m=(H-1)\delta s$ and $\delta\kappa'=w\cdot\delta m/(w\cdot\tilde d)$, the Jacobian is
\begin{equation}
\mathcal J=-\Big(1-\frac{\tilde d\,w^T}{w\cdot\tilde d}\Big)(H-1).
\end{equation}
It is not symmetric, \eqref{bounds} does not control it, and its spectral radius has to be computed. If $\mathcal Jv=v$, then $w\cdot v=0$ because $w^T\mathcal J=0$, and $Hv\propto\tilde d$; so an eigenvalue 1 requires \eqref{slope} to vanish.

\section{Pseudocode and cost}

\begin{verbatim}
G(s,L): term = delta; out = delta; n = 0
  repeat n += 1; term = conv(term, even(s))/n
         out += term on bins -L..L
  until sum|term| < tol
LOOP(dt): s = 0
  repeat m = G(s,J) - s
         kappa = (1 + w.m)/(w.dt); s = kappa*dt - m
  until sum|change of w*s| < tol
NEWTON(d): repeat r = G - d; H from G(s,2J)
         p = -solve(H,r); halve tau until Phi drops
         s += tau*p  until max|r| < tol
ROOT(dt): solve w.NEWTON(kappa*dt) = 1 for kappa
finish: g = w*s; a = ER*<coth/E>; C = exp(a)/kappa
\end{verbatim}

The $n$-th term has $2nJ+1$ bins and $l^1$ norm at most $\|s\|_1^n/n!$, where $\|s\|_1=2\sum_{k=1}^J|s_k|$ is the norm of the even sequence, so $N$ orders of direct convolution cost $O(N^2J^2)$. Exponentiating $x_s$ on a Fourier grid of $L$ points costs $O(L\log L)$ but wraps intensity beyond $L\Delta/2$ around. A Newton step adds $O(J^3)$. Trial steps of large $\|s\|_1$ should be halved before $G$ is evaluated, since signed terms then cancel in the series. ROOT is the fallback when LOOP fails, but $\mathcal N(\kappa)$ need not be monotonic and its slope can be small at large $Q$, so it should be scanned for further roots; the first LOOP value $\kappa_0=1/(w\cdot\tilde d)$, which treats all intensity as one-phonon, is a starting point for the bracket.

For a continuous DOS with $g\approx cE^2$, the density $g/[E(1-e^{-\beta E})]$ tends to $ckT$ at $E=0$. The trapezoidal sum for $\gamma_0$ contains the term $\Delta\,ckT$ at $j=0$; setting $s_0=0$ drops it, an error of first order in $\Delta$.

\section{Worked example}

The model has $M=50$~u, $T=100$~K ($kT=8.617$~meV), $\Delta=0.5$~meV and a 40~meV window. With $E$ in meV, $g=0.6\times12E^2(25-E)/25^4$ below 25, plus $0.4\times0.2\cos^2[\pi(E-33)/10]$ on 28--38. Data come from the Fourier integral of $I$ and are inverted by convolution; the numerical check after this text also tests \eqref{series} against a two-mode Fock-space calculation (deviation $4\times10^{-13}$). On the grid $\gamma_0=0.12104$~meV$^{-1}$ and $\gamma_s=0.09573$~meV$^{-1}$. The continuum $\gamma_0=0.12300$~meV$^{-1}$ is higher by $0.00196$, against $0.00199$ for the dropped bin.

At $Q=12.5$~\AA$^{-1}$, $E_R=6.5315$~meV, $a=6.5315\times0.12104=0.791$ and $a_s=6.5315\times0.09573=0.625$, on either side of $\ln2=0.693$. The cumulants are $\kappa_2=6.5315\times26.8405=175.3$~meV$^2$ and $\kappa_3=6.5315\times586.9=3833$~meV$^3$. Orders 0 to 4 weigh $0.4536$, $0.3586$, $0.1418$, $0.0374$, $0.0074$, and stopping at $N=4$ omits $1.3\times10^{-3}$. For the Gaussian, $\mu=8.26$~meV, $\sigma=(26.8405/0.12104-8.2615^2)^{1/2}=12.39$~meV and $\gamma_1=0.2527$. Equation~\eqref{edge} gives $0.2527\times1.380/(6\sqrt{40})=0.0092$ at $n=40$, against the actual $0.0096$; at $n=5$ the leading term, $0.026$, falls short of the actual $0.035$.

The eigenvalues of $H$ span $[0.9825,1.7829]$ inside the bounds $[0.9747,1.8687]$. Plain subtraction has the predicted and observed rate $1.7829-1=0.783$ and needs 60 steps from $s=0$ to reach $|\delta s|<10^{-8}$; damping with $\alpha=0.832$ has rate $0.832\times1.7829-1=0.483$, below $\tanh a_s=0.555$, and needs 20. Without a window, 30 steps multiply the weight error by $1.2047^{30}=267$, the weighted norm (over $|E|\le150$~meV) by $0.0056$, within the bound $0.8687^{30}\approx0.015$, and the centroid drifts $11.95$~meV per step as predicted.

With $C=37$ hidden, 33\% of the loss intensity in the window is multiphonon. The uncorrected DOS, $\kappa_0w_j\tilde d_j/\Delta$, compares with $g_j/\Delta$ as follows (meV$^{-1}$).
\begin{center}
\begin{tabular}{lccccc}
$E$ (meV)&5&15&26.5&33&39.5\\
uncorrected&0.0067&0.0335&0.0160&0.0617&0.0147\\
true and recovered&0.0092&0.0415&0&0.0800&0
\end{tabular}
\end{center}
The spectral radius of $\mathcal J$ is $0.203$. The error $\sum_j|\delta g_j|$ of LOOP is $0.32$, $0.084$, $0.012$ after steps 1, 2, 3 and $1.3\times10^{-7}$ after step 10. The mean energy is a poor monitor here: it moves from $23.81$~meV to $22.198$~meV at step 2, next to the true $22.199$~meV ($5.368$~THz), while the DOS error is still $0.084$. $\mathcal N$ rises from $0.703$ at $\kappa_0=0.03405$ through $0.915$, $1.075$, $1.200$ to $1.300$ at $3\kappa_0$, in steps of $\kappa_0/2$, and ROOT agrees with LOOP at $\kappa=0.05959$, so $C=2.2047/0.05959=37.0$. This root is unique only in the scanned range: at larger $\kappa$, $\mathcal N$ peaks at about $2.1$ near 18 times the true $\kappa$ and returns to 1 at roughly 100 times it, a second, spurious root.

At $Q=20$~\AA$^{-1}$, $E_R=16.72$~meV, $a=2.02$, $a_s=1.60$, and the multiphonon share is 66\%. Now $\lambda_{\max}=4.446$ and a perturbation of plain subtraction grows by $3.446$ per step, as observed. Damping with $\alpha=0.388$ has rate $0.724$ (bound $0.922$) and needs 44 steps; Newton needs 5 from $s=0$, as at the lower $Q$, and three random starts reach the same solution. The spectral radius of $\mathcal J$ is $0.536$, so the normalised loop is locally convergent where plain subtraction is not; it also converges from $s=0$, in about 40 steps. The advantage is limited: the radius reaches $0.9$ at $Q=25$~\AA$^{-1}$ and $1.5$ at $30$~\AA$^{-1}$, where the loop fails. In this model $\min x_s$ is close to zero, and at known scale the worst noise gain $1/\lambda_{\min}$ rises only from $1.02$ to $1.05$; with the factor $e^a$ it rises from $2.2$ to $7.9$. These gains refer to $s$; since $w_j\propto1/E_R$, the corresponding bound for $g$, $w_Je^a/\lambda_{\min}$, rises only by the factor $(7.916/2.244)(6.5315/16.72)=1.38$. These values do not bound the error when $C$ is unknown: noise then also shifts $\kappa$, with $H\,\delta s=\kappa\,\delta\tilde d+d\,\delta\ln\kappa$, and $w\cdot\delta s=0$ gives $\delta\ln\kappa=-\kappa\,w\cdot H^{-1}\delta\tilde d/(w\cdot H^{-1}d)$, which has the slope \eqref{slope} in the denominator. The slope \eqref{slope} falls from $0.559$ to $0.207$, so a small error $\varepsilon$ in the normalisation condition shifts $\ln\kappa$ by $\varepsilon/0.207$. The second root of $\mathcal N=1$ moves closer as $Q$ grows, to roughly 25 times the true $\kappa$ here and 5 times at $30$~\AA$^{-1}$. Slope and radius depend on the window edge: for the same DOS at $Q=20$~\AA$^{-1}$ a 50~meV window gives slope $0.106$ and radius $0.67$, a 60~meV window radius $0.73$; halving $\Delta$ changes them little but raises $\lambda_{\max}$ to $4.53$.

\section{Failure modes}

At fixed $\kappa$ a solution exists for any data, so a zero residual does not validate the model. Background, multiple scattering, an elastic tail in the lowest bins, or a window that cuts the DOS are all absorbed into $s$ and give a wrong $g$; within the fitted window the possible signs are negative weights or weight above the expected cutoff, but both can be absent (cutting the window of the example at 15 or 20~meV returns an everywhere positive $g$), so the bins left out of the fit are needed as further checks, since the model predicts $\tilde d_m=G_m/\kappa$ also for the elastic bin and the loss bins beyond $J$. The gain side tests only detailed balance, $\tilde d_{-m}=\tilde d_m$, which still holds when the window cuts the DOS or when spectra that each obey it are convolved by multiple scattering. If $g$ is negative somewhere, \eqref{bounds} holds with $a_s$ replaced by $\|s\|_1$. Resolution broadening convolves $S$ once, whereas a broadened $T_1$ would broaden $T_n$ $n$ times, so it must be applied after the series. If $Q$ varies across the window or is averaged over, $e^{-a}$ is no longer one constant, the merger into $\kappa$ fails, and the convexity argument has to be redone. In an anisotropic single crystal at fixed direction the inversion returns the DOS projected on $\hat{\mathbf Q}$ if this projection is the same for all sites. Otherwise the spectrum is an average of \eqref{series} over sites, and for a powder also over directions, which in general is not of that form with one DOS. Anharmonicity removes the Gaussian identity on which \eqref{series} rests.

\section*{Calculated quantities}
\begin{verbatim}
M = 50.0 u, T = 100.0 K, kT = 8.6173 meV, step = 0.5 meV, window = 40.0 meV
gamma0 = 0.12104 1/meV, gamma_s = 0.09573 1/meV
<E> = 22.1993 meV, <E coth> = 26.8405 meV, <E^2> = 586.898 meV^2
continuum gamma0 = 0.12300 1/meV, dropped bin step*c*kT = 0.00199 1/meV
two-mode Fock space vs series: max deviation 3.8e-13
Q = 12.5 1/A: cumulants 6.5315 meV, 175.309 meV^2, 3833.3 meV^3
order weights n=0..4: 0.4536 0.3586 0.1418 0.0374 0.0074
L1 error on stopping at N=4: 1.341e-03
T1 mean = 8.2615 meV, sigma = 12.3891 meV, skewness = 0.2527, He3 max = 1.3801
Gaussian error/peak n=5: 0.0353, skewness estimate 0.0260
Gaussian error/peak n=10: 0.0214, skewness estimate 0.0184
Gaussian error/peak n=40: 0.0096, skewness estimate 0.0092
--- Q = 12.5 1/A: ER = 6.5315 meV, a = 0.7906, a_s = 0.6252, ln2 = 0.6931
e^a-1 = 1.2047, e^a_s-1 = 0.8687, min x_s = -0.0256
H eigenvalues [0.9825, 1.7829], bounds [0.9747, 1.8687]
plain: predicted rate 0.7829, observed 0.7829, steps to 1e-8: 60
no window, 30 steps: weight error x267.0, weighted norm x0.0056
error centroid drift 11.952 meV/step, ER e^a/(e^a-1) = 11.953 meV
damped: alpha 0.8320, rate 0.4834, tanh a_s 0.5548, steps to 1e-8: 20
Newton steps from zero: 5; worst noise gain 1.0178, times e^a 2.244
dN/dln(kappa) = 0.5588, normalised-loop spectral radius = 0.2026
multiphonon share of loss intensity in window = 0.3293
uncorrected <E> = 23.8147 meV
loop step 1: <E> = 23.8147 meV, L1 DOS error = 3.16e-01
loop step 2: <E> = 22.1983 meV, L1 DOS error = 8.43e-02
loop step 3: <E> = 22.1406 meV, L1 DOS error = 1.18e-02
loop step 5: <E> = 22.2014 meV, L1 DOS error = 5.12e-04
loop step 10: <E> = 22.1993 meV, L1 DOS error = 1.26e-07
N at kappa/kappa0 = 1,1.5,2,2.5,3: 0.7031 0.9146 1.0749 1.2000 1.3002
kappa0 = 0.03405, kappa = 0.05959, recovered 2W = 0.7906, C = 37.0000
g(5.0 meV) in 1/meV: true 0.00922, uncorrected 0.00671, recovered 0.00922
g(15.0 meV) in 1/meV: true 0.04148, uncorrected 0.03346, recovered 0.04148
g(26.5 meV) in 1/meV: true 0.00000, uncorrected 0.01597, recovered 0.00000
g(33.0 meV) in 1/meV: true 0.08002, uncorrected 0.06165, recovered 0.08002
g(39.5 meV) in 1/meV: true 0.00000, uncorrected 0.01469, recovered 0.00000
recovered <E> = 22.1993 meV = 5.3678 THz
--- Q = 20.0 1/A: ER = 16.7206 meV, a = 2.0239, a_s = 1.6006, ln2 = 0.6931
e^a-1 = 6.5680, e^a_s-1 = 3.9562, min x_s = -0.0655
H eigenvalues [0.9560, 4.4459], bounds [0.9366, 4.9562]
plain: predicted growth 3.4459, observed 3.4457
damped: alpha 0.3878, rate 0.7239, tanh a_s 0.9218, steps to 1e-8: 44
Newton steps from zero: 5; worst noise gain 1.0460, times e^a 7.916
dN/dln(kappa) = 0.2067, normalised-loop spectral radius = 0.5360
multiphonon share of loss intensity in window = 0.6583
uncorrected <E> = 25.6980 meV
\end{verbatim}
